# Step-selected orientation of molybdenum disulfide nuclei: alignment versus length

## Definitions and conventions

A molybdenum disulfide (MoS2) monolayer has threefold symmetry about its normal. A turn by 120° restores the crystal. A turn by 60°, equivalent to one by 180°, exchanges the two sublattices seen in projection and gives the opposite orientation. Hexagonal nuclei have alternating Mo-terminated and S-terminated zigzag edges.

Consider a straight sapphire step parallel to a zigzag edge. In orientation A the nucleus has its Mo edge against the step; in orientation B it has its S edge there. The contact length is $L$. The binding free energies per length, $\beta_M$ and $\beta_S$, are positive when docking lowers the free energy. They refer to the edges as they are terminated under growth conditions. Their splitting is

$$D=\beta_M-\beta_S>0 .$$

$P(L)$ is the probability of A and $\eta=1-P$ the misaligned fraction. The symbol $k$ is Boltzmann's constant and $T$ the temperature. Lengths are in nm and energies in eV.

The basic model assumes that the terrace itself does not distinguish A from B, that all steps are alike, and that a nucleus binds to one side of a step. The first two are revisited below. The third matters because the same edge docked from the other side of the step gives the opposite orientation.

## Why a step can choose

Let $F_0$ be the free energy of an undocked nucleus. Turning it by 180° changes neither its edges nor its composition, so on the assumed terrace $F_0$ is the same for both orientations. For equal contact lengths, docking gives

$$F_A=F_0-\beta_ML,\qquad F_B=F_0-\beta_SL .$$

Subtraction removes $F_0$:

$$F_B-F_A=(\beta_M-\beta_S)L=DL .$$

The selection comes from the difference between the bindings. Strong binding common to both edges holds the nucleus at the step without choosing its orientation.

When only the two docked states are populated and can interconvert, their Boltzmann weights give

$$P(L)=\frac{e^{-F_A/kT}}{e^{-F_A/kT}+e^{-F_B/kT}}
=\frac{1}{1+e^{-(F_B-F_A)/kT}}
=\frac{1}{1+e^{-DL/kT}} .$$

The second form follows by dividing numerator and denominator by $e^{-F_A/kT}$. For $DL\ll kT$, expansion gives $P\simeq 1/2+DL/(4kT)$: a short contact barely chooses. For $DL\gg kT$, $\eta\simeq e^{-DL/kT}$: each added length $kT/D$ reduces misalignment by a factor $e$.

To find the length for a chosen $\eta$, write $\eta=1/(1+e^{DL/kT})$. Then $(1-\eta)/\eta=e^{DL/kT}$, and

$$L=\frac{kT}{D}\ln\frac{1-\eta}{\eta}.$$

### Corners and unequal edges

A finite nucleus also has corners, which add a constant $c$:

$$F_B-F_A=DL+c .$$

This was tested on hexagonal flakes built atom by atom, with a toy attraction to the step that is stronger for Mo than for S. Straight edges gave a splitting of 0.0794 eV/nm; the change between flakes with 12 and 24 periods per side gave 0.0795 eV/nm. The linear law therefore describes the growth of the bias with size.

With the side length counted as the number of periods times the period, the toy corner constant was $-0.098$ eV; another way of counting the length would change it. Extrapolated linearly to sizes smaller than those tested, it would reverse the preference below $0.098/0.0795\simeq1.2$ nm. These values do not describe real sapphire, but they show that a corner term can matter for the smallest nuclei. At 1200 K, where $kT=0.1034$ eV, a constant of this size would multiply the odds of misalignment by $e^{0.098/0.1034}\simeq2.6$. The example below sets $c=0$.

If the two possible contact lengths are $l_M$ and $l_S$, the same subtraction gives

$$F_B-F_A=\beta_Ml_M-\beta_Sl_S .$$

The more strongly binding edge loses if $l_S/l_M>\beta_M/\beta_S$. A splitting of binding energies per length is thus not enough to predict the orientation of an arbitrary nucleus.

## How large is the bias?

Take round model parameters for vapour growth: $T=1200$ K, $\beta_M=1.0$ eV/nm and $\beta_S=0.8$ eV/nm. Then $D=0.2$ eV/nm and

$$\frac{kT}{D}=\frac{0.1034}{0.2}\simeq0.517\ \text{nm}.$$

The length for 99% alignment is

$$L_{99}=0.517\ln99\simeq2.38\ \text{nm}=23.8\ \text{Å}.$$

For 99.9% it is 3.57 nm. Thus a modest splitting per length selects strongly once the contact is a few nanometres long.

### Very short nuclei leave the step

The two-state law omits nuclei wandering on the terrace. Let there be $g$ terrace positions for each docking position. Relative to one undocked position, the weights are $e^{\beta_ML/kT}$ for docked A, $e^{\beta_SL/kT}$ for docked B, and $g$ for each undocked orientation. Adding the A weights and dividing by the total gives

$$P_{\rm all}=\frac{e^{\beta_ML/kT}+g}
{e^{\beta_ML/kT}+e^{\beta_SL/kT}+2g}.$$

When $g$ dominates, $P_{\rm all}\to1/2$. When both docked weights greatly exceed $g$, the two-state law returns. The S-docked weight equals $g$ at $L_w=(kT/\beta_S)\ln g$.

For a 100 nm terrace and a docking width of 0.3 nm, $g\simeq333$ and $L_w\simeq0.75$ nm. The alignments are:

| $L$ (nm) | Docked only | With wandering |
|---:|---:|---:|
| 0.5 | 72.5% | 54.6% |
| 1.0 | 87.4% | 86.0% |
| 2.0 | 98.0% | 98.0% |
| 3.0 | 99.7% | 99.7% |

The stationary populations of a hopping model with these 333 positions agreed with $P_{\rm all}$ to within $10^{-6}$ at 0.5, 1 and 2 nm. In this model wandering spoils selection below about 1 nm and is negligible at 2 nm.

## Shape can strengthen or reverse the choice

A nucleus that exchanges atoms between its edges and with the vapour can change shape after docking. Lengthening one kind of edge at the expense of the other changes the ratio of Mo to S, so the edge energies below are those at the chemical potentials of growth. Let $\gamma_M$ and $\gamma_S$ be the free-edge energies per length. Docking lowers the cost of the contact edge from $\gamma$ to $\gamma-\beta$.

Describe a hexagon with 120° corners by the distances $h_i$ from an interior point to its sides. Geometry gives the side lengths

$$l_i=\frac{h_{i-1}+h_{i+1}-2h_i\cos60^\circ}{\sin60^\circ}
=\frac{2}{\sqrt3}(h_{i-1}+h_{i+1}-h_i).$$

By the Wulff construction, the lowest-energy shape at fixed area $S$ has $h_i=\lambda c_i$, where $c_i$ is the cost per length of side $i$. Let $W$ be the area of the polygon with $h_i=c_i$. Then $S=\lambda^2W$. Since $S=\frac12\sum_i h_il_i$,

$$E=\sum_i c_il_i=\frac{1}{\lambda}\sum_i h_il_i=\frac{2S}{\lambda}=2\sqrt{WS}.$$

Docking moves one side of the $W$ polygon inward by $\beta$. If that side has free cost $\gamma_d$ and its neighbours have cost $\gamma_n$, the area removed is the integral of its length:

$$\Delta W=\frac{2}{\sqrt3}\int_{\gamma_d-\beta}^{\gamma_d}(2\gamma_n-h)\,dh
=\frac{2}{\sqrt3}\left[(2\gamma_n-\gamma_d)\beta+\frac{\beta^2}{2}\right].$$

This expression, and the results built on it, hold while all six sides survive. That needs $2\gamma_d-\beta>\gamma_n$ and neither free-edge energy above twice the other: $\beta<\gamma$ for equal edges, and $2.4<\gamma_S<7$ eV/nm for the example with $\gamma_M=4.0$ eV/nm. Outside this range sides vanish, as in triangular nuclei, and the area must be recomputed.

First take $\gamma_M=\gamma_S=\gamma$ and set $x=\beta/\gamma$. The undocked polygon has area $2\sqrt3\gamma^2$, so

$$W=2\sqrt3\gamma^2\left(1-\frac{x}{3}-\frac{x^2}{6}\right).$$

Now let $L$ be the side of a regular hexagon of the same area, $S=3\sqrt3L^2/2$. Substitution gives

$$E=6\gamma L\sqrt{1-\frac{x}{3}-\frac{x^2}{6}} .$$

The energy, and hence the splitting, remains proportional to $L$. With $\gamma=4.0$ eV/nm the splitting rises from 0.200 to 0.256 eV/nm, because the more strongly bound nucleus gains more by lengthening its contact. At $L=2.62$ nm, this lowers the equilibrium misaligned fraction from 0.62% to 0.15%.

For unequal free edges, A wins when it removes more area from the $W$ polygon. The common factor $2/\sqrt3$ cancels, leaving

$$\beta_M(2\gamma_S-\gamma_M)+\frac{\beta_M^2}{2}
>\beta_S(2\gamma_M-\gamma_S)+\frac{\beta_S^2}{2}.$$

With $\gamma_M=4.0$ eV/nm, the two sides are equal at $\gamma_S=3.65$ eV/nm. At 3.5 eV/nm the splitting is $-0.118$ eV/nm and B wins. Cheap S edges become long, and their extra contact outweighs their weaker binding per length. Direct minimization over hexagon shapes confirmed the equal-edge energies, the neutral point and this reversal. A difference of about 10% in free-edge energy can therefore overturn a 20% difference in binding.

## Why the final flake does not follow $P(L)$

The equilibrium law would make a micrometre-long contact almost perfectly aligned. A nucleus of that size cannot turn, however. Its final orientation records the lengths at which turning was still possible.

Assume that reorientation requires undocking, with barrier $\beta_ML$ from A and $\beta_SL$ from B. Let $\nu$ be the effective attempt rate for undocking events that randomize orientation. After such an event, A and B are chosen with probability 1/2 each, and the time spent undocked is neglected. The equation returns to fixed contact shapes, $c=0$, and a constant growth speed $v=dL/dt$.

Misaligned nuclei are gained from A and lost from B:

$$\frac{d\eta}{dt}=\frac{\nu}{2}\left[(1-\eta)e^{-\beta_ML/kT}-\eta e^{-\beta_SL/kT}\right].$$

Division by $v$ converts time to length. Define

$$\kappa(L)=\frac{\nu}{2v}\left(e^{-\beta_ML/kT}+e^{-\beta_SL/kT}\right),\qquad
\eta_{\rm eq}(L)=\frac{1}{1+e^{DL/kT}} .$$

Collecting the terms in $\eta$ gives

$$\frac{d\eta}{dL}=-\kappa(\eta-\eta_{\rm eq}).$$

Let $\Phi(L)=\int_L^\infty\kappa(L')\,dL'$ be the relaxation still to come. Since $d\Phi/dL=-\kappa$,

$$\frac{d}{dL}\left(\eta e^{-\Phi}\right)
=e^{-\Phi}\left(\frac{d\eta}{dL}+\kappa\eta\right)
=\kappa\eta_{\rm eq}e^{-\Phi}.$$

Integration from the initial length $L_0$, with $\Phi(\infty)=0$, yields

$$\eta_{\rm final}=\eta(L_0)e^{-\Phi(L_0)}
+\int_{L_0}^{\infty}\eta_{\rm eq}(L)\kappa(L)e^{-\Phi(L)}\,dL .$$

The first term is the surviving memory of the start. The second averages the equilibrium misalignment over the lengths at which orientation freezes. In the example, starts at 1 nm with random orientation and with equilibrium orientation gave final fractions equal to within one part in $10^4$.

### The freezing law

When misalignment is small, $e^{-\beta_ML/kT}\ll e^{-\beta_SL/kT}$ in the freezing range. Keeping the larger term and integrating gives

$$\Phi(L)\simeq A e^{-\beta_SL/kT},\qquad A=\frac{\nu kT}{2v\beta_S}.$$

The freezing length is defined by $\Phi(L_f)=1$:

$$L_f=\frac{kT}{\beta_S}\ln A .$$

With $r=D/\beta_S$, the equilibrium fraction becomes

$$\eta_{\rm eq}\simeq e^{-DL/kT}
=\left(e^{-\beta_SL/kT}\right)^r=\left(\frac{\Phi}{A}\right)^r .$$

Changing variable with $\kappa\,dL=-d\Phi$, and taking $\Phi(L_0)$ as effectively infinite, gives

$$\eta_{\rm final}\simeq A^{-r}\int_0^\infty \Phi^r e^{-\Phi}\,d\Phi
=\Gamma(1+r)A^{-r}
=\Gamma(1+r)e^{-DL_f/kT}.$$

Here $\Gamma$ is the gamma function. The last equality follows from $A=e^{\beta_SL_f/kT}$.

For $v=10$ nm/s and $\nu=10^{11}$ s$^{-1}$,

$$A=\frac{10^{11}\times0.1034}{2\times10\times0.8}\simeq6.46\times10^8 .$$

Hence $L_f\simeq2.62$ nm, where undocking the S edge costs about 2.1 eV. With $r=0.25$ and $\Gamma(1.25)=0.906$,

$$\eta_{\rm final}\simeq0.906(6.46\times10^8)^{-0.25}\simeq0.0057 .$$

The rate equation without the small-$\eta$ approximation gives 0.56%, or 99.4% alignment. Further growth enlarges the flakes without improving that fraction.

### Temperature and growth speed

Heating weakens the equilibrium bias at fixed length but lets longer nuclei turn. In the product $DL_f/kT=r\ln A$, the explicit factor $kT$ cancels. At fixed $\nu$, $v$ and binding free energies, the remaining dependence is $\eta_{\rm final}\propto T^{-r}$. Cooling from 1200 to 1000 K changes the final misalignment only from 0.56% to 0.59%. At a fixed length of 2.62 nm, by contrast, the same cooling lowers the equilibrium value from 0.62% to 0.23%.

Growth speed enters as $\eta_{\rm final}\propto v^r$. Raising it tenfold, with all else fixed, increases misalignment to 1.00%. The numerical exponent is 0.248, close to $r=0.25$. Conversely, halving misalignment requires growth slower by $2^{1/r}=16$ times. Slow growth helps, but it is a weak control when the relative splitting is small.

## What real growth changes

The temperature and growth speed are meant to lie in the rough range of MoS2 vapour growth on sapphire; 10 nm/s corresponds to 36 μm/h. The binding energies, free-edge energies and attempt rate are assumed inputs, since they depend on step structure and edge termination. The 99.4% result is therefore a model value, not a prediction for a given wafer. A real substrate can also break the assumptions that every nucleus forms at a step and that all steps choose alike.

Birth on a terrace matters only for nuclei that are pinned there or move too slowly to dock before freezing. Nuclei as mobile as in the freezing example cross a 100 nm terrace in time and end with the same misalignment as step-born ones. If 5% of nuclei form away from steps and stay random, half of them are misaligned. The total becomes

$$0.95\times0.56\%+0.05\times50\%\simeq3.0\%,$$

five times the value for step-born nuclei alone. If instead a fraction $f$ of nuclei dock at steps with the reverse preference, the total is

$$(1-f)\eta+f(1-\eta)=\eta+f(1-2\eta).$$

For $f=0.05$ it is about 5.5%. Equal numbers at the two kinds of step give 50%, however strongly each step selects.

Other omissions also move the result. Adding whole rows of period 0.32 nm at equal time intervals, instead of growing continuously, gives 0.60%; adding them at random times with the same mean speed gives 0.70%. A terrace barrier to rotation of 0.02 eV/nm² raises misalignment to 1.16%, because turning stops earlier. This barrier grows with area, so the cancellation of temperature derived above no longer applies.

A terrace that directly prefers B also contributes in proportion to area. Equating its energy for a regular hexagon, $\tau(3\sqrt3/2)L^2$, to $DL$ gives

$$\tau=\frac{2D}{3\sqrt3L}.$$

At the freezing length this is 29 meV/nm². Half that value already halves the free-energy difference there, so a preference too weak to cancel the step bias can still raise misalignment. A smaller opposing preference can still win at greater length if the nucleus remains able to turn.

## What to do about it

**Make steps the birthplace of nuclei.** In this example, a 5% share that forms on terraces and does not dock before freezing costs more alignment than a tenfold increase in growth speed. Lower supersaturation or narrower terraces can help if they raise the share born at steps without introducing steps of the opposite preference.

**Make the steps equivalent.** Compare orientations on neighbouring terraces. Alternating preferences call for a change of step structure; slower growth would only improve selection within each of the two opposing groups.

**Increase the relative splitting.** At fixed $\beta_S$, a larger $D$ raises $r$ and sharply lowers $A^{-r}$. Increasing both bindings by the same amount leaves $D$ unchanged but reduces $r$ and $A$. In the example's regime this worsens the frozen alignment, because the wrong orientation is held more firmly. Edge chemistry should be judged both by the free-energy difference it makes between complete docked nuclei, including their shapes, and by the barrier that holds the wrong orientation at the step.

**Slow the first few nanometres.** In the model, the misaligned fraction freezes near 2.6 nm. A slow initial stage followed by faster growth should retain most of the benefit, provided the change comes well after freezing and creates no new nuclei. New nuclei at steps would freeze at the faster speed, and those that stay on terraces would be random. Later annealing cannot repair orientation by this mechanism unless whole flakes can still undock and turn.

To diagnose a process, measure the misaligned fraction separately for step-born and terrace-born flakes, then vary the early growth speed at fixed temperature and chemistry. A power law with small exponent among the step-born flakes would be consistent with freezing. A fraction that hardly responds to speed points towards mixed steps, a very small relative splitting $r$, or another source of misalignment. The numerical output below lists the values used here.

## Calculated quantities

```
Temperature: 1200 K; thermal energy: 0.1034 eV
Binding of Mo edge, S edge: 1.00, 0.80 eV/nm
Binding splitting: 0.20 eV/nm
Decay length kT/splitting: 0.517 nm
Growth speed: 10.0 nm/s; attempt rate: 1.0e+11 1/s
Terrace width, dock width: 100, 0.3 nm
Terrace positions per dock: 333
L=0.5 nm: aligned, docked law 72.453 %; with wandering 54.645 %
L=1.0 nm: aligned, docked law 87.370 %; with wandering 86.046 %
L=2.0 nm: aligned, docked law 97.953 %; with wandering 97.953 %
L=3.0 nm: aligned, docked law 99.699 %; with wandering 99.699 %
L=4.0 nm: aligned, docked law 99.956 %; with wandering 99.956 %
Length for 99 % alignment: 2.376 nm = 23.76 angstrom
Length for 99.9 % alignment: 3.571 nm
Toy flake: Mo, S ribbon binding 1.5380, 1.4586 eV/nm
Toy flake: ribbon splitting 0.0794 eV/nm
Toy flake: splitting from flake sizes 0.0795 eV/nm
Toy flake: corner constant -0.0982 eV
Freezing number A: 6.463e+08 (dimensionless)
Exponent r: 0.250 (dimensionless)
Gamma(1+r): 0.9064 (dimensionless)
Freezing length: 2.622 nm
S-edge undocking energy at freezing: 2.098 eV
Equilibrium misaligned at freezing length: 0.623 %
Final misaligned, closed law: 0.568 %
Final misaligned, rate equation: 0.564 %
Final misaligned, memory integral: 0.564 %
Final aligned, rate equation: 99.436 %
Final misaligned at 100 nm/s: 0.998 %
Numerical growth-speed exponent: 0.2475 (dimensionless)
Final misaligned at 1000 K: 0.590 %
Fixed-length misaligned at 1000 K, same L: 0.227 %
Wandering crossover length: 0.751 nm
Wandering addition at freezing: 3.17e-07 percentage points
Free-edge energy in shape test: 4.00 eV/nm
Relaxed-shape splitting: 0.2559 eV/nm
Relaxed-shape equilibrium misaligned at freezing length: 0.152 %
S free-edge energy for no preference: 3.650 eV/nm
Splitting for S free-edge energy 3.50 eV/nm: -0.1181 eV/nm
Row period: 0.32 nm; rows at freezing: 8.19
Final misaligned with row-by-row growth: 0.604 %
Rotation barrier per area: 0.020 eV/nm2
Final misaligned with rotation barrier: 1.155 %
Opposing terrace preference that cancels step bias at freezing: 29.36 meV/nm2
Assumed share born away from steps: 5.0 %
Total misaligned with that share: 3.036 %
```
